**Guided wave in a thin sheath beside overdense plasma**

The program tests $k=(\omega/c)\sqrt{1+\delta/s}$, where $k$ is the wavenumber along the metal, $\omega$ the angular frequency, $c$ the speed of light, $s$ the sheath width and $\delta=c/\omega_p$ the inertial skin depth at plasma frequency $\omega_p$. It asserts that a finite-volume diagonalization of Maxwell's equation has one guided mode and agrees with the dispersion relation for a half-space, a symmetric slab and a collisional plasma. Further assertions cover the next-order correction, the failure of the formula at $s=(\omega/\omega_p)^2\delta$, the energy balance, the group velocity and the damping estimate. At 60 MHz, $10^{11}$ cm$^{-3}$ and $s=0.5$ mm, the formula gives 7.40 rad/m and the dispersion relation 7.43 rad/m. The guided wavelength is 849 mm, against 4997 mm in free space. A 50 mm slab lowers the wavenumber to 7.07 rad/m, and a density profile that falls to half at the sheath edge raises it to 7.56 rad/m.

## Program and output

```python
"""Guided TM wave in an electron-free sheath between metal and overdense plasma.

Result under test:  k = (omega/c) sqrt(1 + delta/s), leading order for
r [1 + delta/(2s) + s/(3 delta)] << 1, where r = (omega/omega_p)^2.
s: sheath width, delta = c/omega_p: inertial skin depth, k: wavenumber along
the metal, eps: relative plasma permittivity, fields ~ exp(i(kz - omega t)).
The reference is a diagonalization of the Maxwell equation for Hy,
(Hy'/eps)' + k0^2 Hy = k^2 Hy/eps, with k0 = omega/c.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp

c, e, me, eps0, mu0 = sc.c, sc.e, sc.m_e, sc.epsilon_0, sc.mu_0


def simple_k(omega, s, delta):
    return omega / c * np.sqrt(1 + delta / s)


def dispersion_k(omega, s, eps, half_thickness=None):
    """Root of kappa tanh(kappa s) = -(alpha/eps) T by fixed-point iteration.
    T = 1 for a half-space, tanh(alpha*half_thickness) for a symmetric slab."""
    k0 = omega / c
    kappa2 = k0**2 + 0j
    for _ in range(200):
        kappa = np.sqrt(kappa2)
        alpha = np.sqrt(kappa2 + k0**2 * (1 - eps))
        T = 1.0 if half_thickness is None else np.tanh(alpha * half_thickness)
        kappa2 = -(alpha * T / eps) * kappa / np.tanh(kappa * s)
    return np.sqrt(kappa2 + k0**2)


def maxwell_k(omega, s, eps_of_depth, depth, n_gap=20, n_plasma=600):
    """Finite-volume diagonalization; Hy' = 0 at the metal and at the far end.
    The far end is either deep in the plasma or the midplane of a slab."""
    k0 = omega / c
    h = np.r_[np.full(n_gap, s / n_gap), np.full(n_plasma, depth / n_plasma)]
    centres = (np.arange(n_plasma) + 0.5) * depth / n_plasma
    eps = np.r_[np.ones(n_gap), eps_of_depth(centres)]
    g = 1 / (0.5 * (eps[:-1] * h[:-1] + eps[1:] * h[1:]))
    D = np.diag(g, 1) + np.diag(g, -1)
    D -= np.diag(np.r_[g, 0] + np.r_[0, g])
    M = (eps / h)[:, None] * D + np.diag(eps) * k0**2
    k2 = np.linalg.eigvals(M)
    guided = k2[k2.real > k0**2]
    assert len(guided) == 1, "exactly one guided mode is expected"
    return np.sqrt(guided[0] + 0j)


# ---- inputs: rough values of a VHF capacitive reactor for 300 mm wafers ----
freq = 60e6
n_e = 1e17
s = 0.5e-3
thickness = 50e-3
T_e = 3.0
pressure_mTorr = 10.0
T_gas = 400.0
rate = 1e-13              # electron-neutral momentum transfer, m^3/s
ion_mass = 40 * sc.atomic_mass
edge_fraction = 0.5       # sheath-edge density / central density
sigma_metal = 3e7         # S/m
wafer_radius = 0.150

omega = 2 * np.pi * freq
k0 = omega / c
omega_p = np.sqrt(n_e * e**2 / (eps0 * me))
delta = c / omega_p
r = (omega / omega_p)**2
eps = 1 - 1 / r
validity = r * (1 + delta / (2 * s) + s / (3 * delta))

# ---- main result against the Maxwell eigenproblem ----
k_simple = simple_k(omega, s, delta)
k_exact = dispersion_k(omega, s, eps).real
k_eig = maxwell_k(omega, s, lambda x: np.full(x.size, eps), 12 * delta).real
assert abs(k_eig / k_exact - 1) < 1e-3      # grid error of order (h/delta)^2
assert abs(k_simple / k_eig - 1) < 0.01     # neglected order is validity/2

# ---- next-order coefficient, from small-r roots ----
for q in (0.5, 5.0, 30.0):
    r_small = 1e-6
    w = np.sqrt(r_small) * omega_p
    root = dispersion_k(w, delta / q, 1 - 1 / r_small).real
    excess = (root**2 - (w / c)**2) / ((w / c)**2 * q) - 1
    assert abs(excess / r_small / (1 + q / 2 + 1 / (3 * q)) - 1) < 1e-3

# ---- failure of the simple formula when s is as small as r*delta ----
s_fail = r * delta
k_fail = dispersion_k(omega, s_fail, eps).real
y = (k_fail**2 - k0**2) * delta**2
assert abs(y / ((1 + np.sqrt(5)) / 2) - 1) < 3e-3
fail_ratio = k_fail / simple_k(omega, s_fail, delta)
assert fail_ratio > 1.2

# ---- energy balance by quadrature of the fields (Hy = 1 at x = s) ----
kappa = np.sqrt(k_exact**2 - k0**2)
alpha = np.sqrt(k_exact**2 - eps * k0**2)


def H_gap(x):
    return np.cosh(kappa * x) / np.cosh(kappa * s)


def E2_gap(x):
    slope = kappa * np.sinh(kappa * x) / np.cosh(kappa * s)
    return ((k_exact * H_gap(x))**2 + slope**2) / (omega * eps0)**2


def H2_plasma(x):
    return np.exp(-2 * alpha * x)


def E2_plasma(x):
    return (k_exact**2 + alpha**2) * H2_plasma(x) / (omega * eps0 * eps)**2


far = 20 / alpha
mag_gap = mu0 / 4 * quad(lambda x: H_gap(x)**2, 0, s)[0]
mag_plasma = mu0 / 4 * quad(H2_plasma, 0, far)[0]
E2_int = quad(E2_plasma, 0, far)[0]
electric = eps0 / 4 * (quad(E2_gap, 0, s)[0] + E2_int)
velocity2_per_E2 = (e / (me * omega))**2
kinetic = n_e * me / 4 * velocity2_per_E2 * E2_int
assert abs((mag_gap + mag_plasma + kinetic) / electric - 1) < 1e-6
assert abs(kinetic / mag_plasma - 1) < 0.05  # equal only at leading order
assert abs(mag_plasma / mag_gap / (delta / (2 * s)) - 1) < 0.02
inductive = mag_gap + mag_plasma + kinetic

# ---- group velocity by finite difference ----
step = 1e-4 * omega
k_plus, k_minus = [dispersion_k(w, s, 1 - (omega_p / w)**2).real
                   for w in (omega + step, omega - step)]
v_group = 2 * step / (k_plus - k_minus)
v_phase = omega / k_exact
assert abs(v_group / v_phase - 1) < 0.02

# ---- finite plasma thickness and density profile ----
half = thickness / 2
k_slab = dispersion_k(omega, s, eps, half).real
k_slab_eig = maxwell_k(omega, s, lambda x: np.full(x.size, eps), half).real
assert abs(k_slab_eig / k_slab - 1) < 1e-3
k_slab_simple = simple_k(omega, s, delta * np.tanh(half / delta))
assert abs(k_slab_simple / k_slab - 1) < 0.02


def eps_profile(x):
    shape = edge_fraction + (1 - edge_fraction) * np.sin(np.pi * x / thickness)
    return 1 - shape / r


k_profile = maxwell_k(omega, s, eps_profile, half).real
k_edge = dispersion_k(omega, s, 1 - edge_fraction / r, half).real
assert k_slab < k_profile < k_edge

# ---- collisions ----
n_gas = pressure_mTorr * 1e-3 * sc.torr / (sc.k * T_gas)
nu = rate * n_gas
eps_coll = 1 - omega_p**2 / (omega * (omega + 1j * nu))
k_coll = dispersion_k(omega, s, eps_coll)
k_coll_eig = maxwell_k(omega, s, lambda x: np.full(x.size, eps_coll), 12 * delta)
assert abs(k_coll_eig / k_coll - 1) < 1e-3
assert abs(k_coll_eig.imag / k_coll.imag - 1) < 5e-3
damping_estimate = k_simple * nu / (4 * omega) * delta / (s + delta)
assert abs(damping_estimate / k_coll.imag - 1) < 0.05

# ---- voltage across a steady electron-free ion layer of width s ----
n_edge = edge_fraction * n_e
source = e * n_edge / eps0


def poisson(x, state):
    return [state[1], source / np.sqrt(1 + 2 * state[0] / T_e)]


sol = solve_ivp(poisson, (0, s), [0, 0], rtol=1e-9, atol=1e-9)
V_sheath, field = sol.y[:, -1]
first_integral = source * T_e * (np.sqrt(1 + 2 * V_sheath / T_e) - 1)
assert abs(field**2 / 2 / first_integral - 1) < 1e-6

# ---- sizes of other neglected effects ----
debye = np.sqrt(eps0 * T_e / (n_edge * e))
v_thermal = np.sqrt(8 * e * T_e / (np.pi * me))
thermal_ratio = v_thermal / (omega * delta)
ion_response = n_edge * e**2 / (eps0 * ion_mass) / omega**2
metal_skin = 1 / np.sqrt(1j * omega * mu0 * sigma_metal).imag
assert thermal_ratio < 0.5 and ion_response < 0.1 and metal_skin < 0.1 * s

print(f"frequency: {freq/1e6:.0f} MHz")
print(f"electron density: {n_e/1e6:.1e} cm^-3")
print(f"sheath width s: {s*1e3:.2f} mm")
print(f"plasma thickness d: {thickness*1e3:.0f} mm")
print(f"electron temperature: {T_e:.1f} eV")
print(f"gas pressure: {pressure_mTorr:.0f} mTorr")
print(f"gas temperature: {T_gas:.0f} K")
print(f"collision rate coefficient: {rate*1e6:.1e} cm^3/s")
print(f"ion mass: {ion_mass/sc.atomic_mass:.0f} u")
print(f"edge/central density: {edge_fraction:.2f} (ratio)")
print(f"metal conductivity: {sigma_metal:.1e} S/m")
print(f"plasma frequency omega_p/2pi: {omega_p/(2*np.pi)/1e6:.0f} MHz")
print(f"r = (omega/omega_p)^2: {r:.3e} (ratio)")
print(f"plasma permittivity eps: {eps:.0f} (relative)")
print(f"skin depth delta: {delta*1e3:.2f} mm")
print(f"delta/s: {delta/s:.2f} (ratio)")
print(f"validity parameter: {validity:.5f} (ratio)")
print(f"free-space k0: {k0:.4f} rad/m")
print(f"k, simple formula: {k_simple:.4f} rad/m")
print(f"k, dispersion relation: {k_exact:.4f} rad/m")
print(f"k, Maxwell diagonalization: {k_eig:.4f} rad/m")
print(f"simple formula error in k: {100*(k_simple/k_exact-1):.2f} %")
print(f"free-space wavelength: {2*np.pi/k0*1e3:.0f} mm")
print(f"guided wavelength, simple formula: {2*np.pi/k_simple*1e3:.0f} mm")
print(f"quarter wavelength, simple: {np.pi/2/k_simple*1e3:.0f} mm")
print(f"wafer radius: {wafer_radius*1e3:.0f} mm")
print(f"phase k*radius, simple: {k_simple*wafer_radius:.3f} rad")
print(f"phase velocity/c: {v_phase/c:.4f} (ratio)")
print(f"group/phase velocity: {v_group/v_phase:.4f} (ratio)")
for width in (0.2e-3, 0.5e-3, 1e-3, 2e-3):
    a = simple_k(omega, width, delta) / k0
    b = dispersion_k(omega, width, eps).real / k0
    print(f"s={width*1e3:.1f} mm: k/k0 simple {a:.3f}, exact {b:.3f} (ratio)")
print(f"failure width r*delta: {s_fail*1e6:.2f} um")
print(f"exact/simple k at that width: {fail_ratio:.3f} (ratio)")
print(f"energy share, sheath magnetic: {100*mag_gap/inductive:.2f} %")
print(f"energy share, plasma magnetic: {100*mag_plasma/inductive:.2f} %")
print(f"energy share, electron kinetic: {100*kinetic/inductive:.2f} %")
print(f"k, slab of thickness d: {k_slab:.4f} rad/m")
print(f"k, slab simple formula: {k_slab_simple:.4f} rad/m")
print(f"k, slab with density profile: {k_profile:.4f} rad/m")
print(f"k, slab at edge density: {k_edge:.4f} rad/m")
print(f"collision frequency nu: {nu:.3e} s^-1")
print(f"nu/omega: {nu/omega:.4f} (ratio)")
print(f"Im k with collisions: {k_coll.imag:.4f} rad/m")
print(f"Im k, simple estimate: {damping_estimate:.4f} rad/m")
print(f"amplitude damping length: {1e3/k_coll.imag:.0f} mm")
print(f"sheath-edge Debye length: {debye*1e3:.4f} mm")
print(f"steady sheath voltage: {V_sheath:.1f} V")
print(f"thermal speed/(omega delta): {thermal_ratio:.3f} (ratio)")
print(f"ion part of sheath permittivity: {ion_response:.4f} (relative)")
print(f"metal skin depth: {metal_skin*1e6:.1f} um")
print("all assertions hold")
```

Printed output:

```
frequency: 60 MHz
electron density: 1.0e+11 cm^-3
sheath width s: 0.50 mm
plasma thickness d: 50 mm
electron temperature: 3.0 eV
gas pressure: 10 mTorr
gas temperature: 400 K
collision rate coefficient: 1.0e-07 cm^3/s
ion mass: 40 u
edge/central density: 0.50 (ratio)
metal conductivity: 3.0e+07 S/m
plasma frequency omega_p/2pi: 2839 MHz
r = (omega/omega_p)^2: 4.466e-04 (ratio)
plasma permittivity eps: -2238 (relative)
skin depth delta: 16.80 mm
delta/s: 33.61 (ratio)
validity parameter: 0.00796 (ratio)
free-space k0: 1.2575 rad/m
k, simple formula: 7.3979 rad/m
k, dispersion relation: 7.4265 rad/m
k, Maxwell diagonalization: 7.4263 rad/m
simple formula error in k: -0.39 %
free-space wavelength: 4997 mm
guided wavelength, simple formula: 849 mm
quarter wavelength, simple: 212 mm
wafer radius: 150 mm
phase k*radius, simple: 1.110 rad
phase velocity/c: 0.1693 (ratio)
group/phase velocity: 0.9923 (ratio)
s=0.2 mm: k/k0 simple 9.221, exact 9.309 (ratio)
s=0.5 mm: k/k0 simple 5.883, exact 5.906 (ratio)
s=1.0 mm: k/k0 simple 4.220, exact 4.228 (ratio)
s=2.0 mm: k/k0 simple 3.066, exact 3.070 (ratio)
failure width r*delta: 7.50 um
exact/simple k at that width: 1.272 (ratio)
energy share, sheath magnetic: 2.87 %
energy share, plasma magnetic: 47.81 %
energy share, electron kinetic: 49.32 %
k, slab of thickness d: 7.0722 rad/m
k, slab simple formula: 7.0404 rad/m
k, slab with density profile: 7.5553 rad/m
k, slab at edge density: 7.8720 rad/m
collision frequency nu: 2.414e+07 s^-1
nu/omega: 0.0640 (ratio)
Im k with collisions: 0.1181 rad/m
Im k, simple estimate: 0.1150 rad/m
amplitude damping length: 8468 mm
sheath-edge Debye length: 0.0576 mm
steady sheath voltage: 54.9 V
thermal speed/(omega delta): 0.183 (ratio)
ion part of sheath permittivity: 0.0154 (relative)
metal skin depth: 11.9 um
all assertions hold
```
